Surface Dopant Density Under Simultaneous Implantation and Sputtering

**Problem**

A beam of dopant ions strikes a flat, initially undoped target at a constant flux J, counted in ions per area and time. The target has atomic density N, and each ion sputters away Y target atoms on average. The depth at which an ion stops, measured from the surface it enters, follows a Gaussian density

f(x) = exp[−(x − R)²/(2s²)] / (√(2π) s),

with mean R, the range, and standard deviation s, the straggle. Take R much larger than s.

The implantation is dilute in this sense: the added atoms change neither the density of the target nor the speed at which its surface recedes. Dopant does not diffuse, the beam does not mix the target, and sputtering removes dopant in proportion to its share of the surface layer.

Use the model parameters N = 50 nm⁻³, Y = 5, R = 40 nm, s = 8 nm and J = 0.1 nm⁻² s⁻¹. Nanometres and seconds suit this problem better than atomic units.

(a) What fraction of the target density can the dopant density at the surface reach, however long the beam is left on?

(b) What fluence brings the surface to 50 percent and to 99 percent of that value?

(c) Does the answer to (a) survive when the dopant is no longer dilute?

**A tempting solution, which is wrong**

After a fluence Φ = Jt the dopant forms a Gaussian of total dose Φ centred at depth R:

c = Φ f.

Meanwhile the surface is eroded. A fluence Φ removes YΦ atoms per area, which is a layer of thickness YΦ/N. The surface therefore arrives at the peak of the Gaussian when YΦ/N = R, that is, when

Φ = NR/Y = 50 × 40/5 nm⁻² = 400 nm⁻².

The peak height f(R) is 1/(√(2π) s), so the exposed surface has the density

c = (NR/Y)/(√(2π) s) = 400/(2.507 × 8) nm⁻³ ≈ 20 nm⁻³.

This is close to the largest value that the argument gives, 20.3 nm⁻³ slightly later, and the answer to (a) would be about 0.4.

**Where the fault lies**

The erosion and the fluence are both computed correctly. The fault is in the first equation, which keeps the Gaussian at a fixed place in the material while the surface moves. An ion does not know where the surface was when the beam was switched on. It travels a distance of about R from the surface that it actually enters. As the surface recedes, the zone in which ions stop moves deeper into the material with it.

The end of the wrong argument shows the contradiction. When the surface has reached the original depth R, the argument still has arriving ions stopping around that place, which means at the surface itself. Their range would have shrunk to zero. The formula also gives a density above N once R/s exceeds √(2π) Y, about 12.5 for Y = 5, although nothing in the physics makes a narrow straggle so effective.

A given slice of material therefore does not collect dopant at a constant rate. It starts at some depth, is brought nearer to the surface, passes through the stopping zone, and is finally sputtered away. The dopant it holds at the end is what it collected on that passage.

**The right solution: recession and history**

In a time dt an area A receives JA dt ions, which remove YJA dt atoms. These occupied a volume YJA dt/N. Dividing by A gives the thickness removed, v dt, so the recession speed is

v = YJ/N = 5 × 0.1/50 nm/s = 0.01 nm/s.

Let x now denote depth below the instantaneous surface. A slice found at depth x at time t has been approaching the surface at speed v. At an earlier time t′ its depth was larger by v(t − t′), namely x + v(t − t′). The dopant density it gained per unit time was J times f at that earlier depth. Adding the gains from the start of the implantation gives

c(x,t) = ∫₀ᵗ J f(x + v(t − t′)) dt′.

Change the variable from time to the depth that the slice had:

u = x + v(t − t′), du = −v dt′.

At t′ = 0 the depth is u = x + vt, and at t′ = t it is u = x. The minus sign in du reverses the order of the limits, so

c(x,t) = (J/v) ∫ₓ^{x+vt} f(u) du.

From v = YJ/N the prefactor is J/v = N/Y, and

c(x,t) = (N/Y) ∫ₓ^{x+vt} f(u) du.

The flux has cancelled from the prefactor. Doubling J doubles the rate at which a slice collects dopant, but it also halves the time the slice spends in the stopping zone. What remains of J is in vt = YΦ/N, so the profile depends on flux and time through the fluence alone.

To evaluate the integral, set w = (u − R)/(√2 s). Then du = √2 s dw and f(u) du = exp(−w²) dw/√π. Since erf(b) − erf(a) is (2/√π) times the integral of exp(−w²) from a to b,

c(x,t) = (N/2Y) {erf[(x + vt − R)/(√2 s)] − erf[(x − R)/(√2 s)]}.

This closed form was tested against direct summation of the implantation history at four depths and four times.

**The ceiling at the surface**

At x = 0 the second error function has the argument −R/(√2 s). Because erf is odd, its contribution becomes positive:

c(0,t) = (N/2Y) {erf[(vt − R)/(√2 s)] + erf[R/(√2 s)]}.

Differentiating the integral form at x = 0 with respect to its upper limit gives

dc(0,t)/dt = (N/Y) v f(vt) = J f(vt) > 0.

The surface density therefore rises throughout the implantation. It does not pass through a maximum and fall, as a Gaussian fixed in the material would suggest. As t → ∞ the first error function tends to 1, and

c(0,∞) = (N/Y) η, η = ½{1 + erf[R/(√2 s)]}.

The number η is the part of the Gaussian that lies at positive depth. For R much larger than s it tends to 1, and the limit becomes

c(0,∞) → N/Y.

With Y = 5 this answers part (a): **the surface dopant density is limited to one fifth of the target density**. For the parameters given, it is 50/5 = 10 nm⁻³, or 1.0 × 10²² cm⁻³. The wrong solution was too high by a factor of two.

The limit is a ceiling for the whole profile, not just for the surface. At any depth and time, c is N/Y times the integral of f over a finite interval. Since f is positive and its integral over all depths is 1, that integral is less than 1, and c(x,t) < N/Y.

A flux balance gives the same value and shows its meaning. In the steady state, dopant must leave as fast as it enters. It leaves at the rate v c(0), and for η = 1 it enters at the rate J, so c(0) = J/v = N/Y. This balance alone would not show that the steady state is approached from below; the history integral does.

**How much the range condition matters**

Here R/s = 5 and η = 0.99999971, so the correction to N/Y is far below any accuracy the model can claim. If the range equals the straggle, the numerical limit is 0.841 N/Y. The missing 16 percent, relative to N/Y, is the part of the Gaussian at negative depth, which corresponds to no stopping place in the target and is counted here as not implanted.

The Gaussian shape itself is not essential. For any normalized stopping density that vanishes outside the target, the integral from zero to infinity is 1 and the limit is N/Y. A skewed gamma distribution with the same range and straggle was tested, and it gave 10.000 nm⁻³.

Two further tests separate the roles of flux and yield. Doubling the flux left the late surface density at 10.000 nm⁻³, while doubling the yield lowered it to 5.000 nm⁻³. Stronger sputtering carries each slice through the stopping zone faster, so the slice collects less.

**Part (b): the approach to the ceiling**

For R much larger than s, the second error function in c(0,t) is 1, and

c(0,t)/(N/Y) = ½{1 + erf[(vt − R)/(√2 s)]}.

The right side is the cumulative normal distribution at (vt − R)/s. It equals one half when vt = R. Since vt = YΦ/N, the fluence is

Φ₅₀ = NR/Y = 50 × 40/5 nm⁻² = 400 nm⁻² = 4.0 × 10¹⁶ cm⁻².

This is the moment at which the wrong solution predicted 20 nm⁻³. The correct density is 5 nm⁻³. The slice now at the surface began at depth R, at the centre of the stopping zone, and has crossed only the shallower half of that zone. The wrong solution let it collect at the peak rate all the way.

The cumulative normal distribution reaches 0.99 at 2.326 standard deviations above the mean, so

vt = R + 2.326 s = 40 + 2.326 × 8 nm = 58.6 nm,

Φ₉₉ = N(vt)/Y = 50 × 58.6/5 nm⁻² = 586 nm⁻² = 5.86 × 10¹⁶ cm⁻².

At the stated flux the two levels are reached after 4000 s and about 5860 s.

The rise is delayed and then fairly abrupt. After 20 nm of recession the surface density is only 0.06 nm⁻³, because the exposed material started well above the centre of the stopping zone. It is 1.06 nm⁻³ after 30 nm, 8.94 nm⁻³ after 50 nm and 9.94 nm⁻³ after 60 nm. The range sets the delay, and the straggle sets the width of the rise.

**What happens to the rest of the dopant**

The ceiling also limits the dose that the target can retain. Letting t → ∞ in the profile gives

c(x,∞) = (N/Y) S(x), S(x) = ∫ₓ^∞ f(u) du.

Integrate over depth and exchange the order of integration. For a fixed u, the depth x runs from 0 to u and contributes a factor u:

∫₀^∞ c(x,∞) dx = (N/Y) ∫₀^∞ u f(u) du ≈ NR/Y.

The last step uses R much larger than s, so that the mean depth is R. The saturated retained dose is thus 400 nm⁻², or 4.0 × 10¹⁶ cm⁻². It equals the fluence Φ₅₀, but the two events do not coincide: by the time Φ₅₀ has been delivered, some dopant has already been sputtered.

After 6000 s, a fluence of 600 nm⁻² has entered. Of this, 399.84 nm⁻² is retained and 200.16 nm⁻² has been lost, and the two add up to the amount supplied. Nearly all further fluence merely replaces dopant that leaves.

**Part (c): when one fifth is not dilute**

A dopant fraction of one fifth is not very small, so the dilute assumption needs examination at the very point where the result is used. Let every atom, host or dopant, now occupy the same volume 1/N, and let Y count all atoms removed per ion, dopant included. Keep Y and the stopping density f unchanged as the dopant share rises, although in a real target both depend on the composition. Take η = 1.

Consider the layer between the surface and depth x. It loses YJ atoms per area and time by sputtering. Ions stopping inside it supply J[1 − S(x)]. Its number of atoms is fixed, so the remainder must come up from below. If u(x) is now the speed of the material towards the surface,

N u(x) = YJ − J[1 − S(x)] = J[Y − 1 + S(x)].

In the steady state, the dopant passing upwards through depth x is the dopant that stops deeper than x:

c(x) u(x) = J S(x).

Dividing the second equation by the first gives

c(x)/N = S(x)/[Y − 1 + S(x)].

At the surface S = 1, and the fraction is 1/Y. The surface limit of one fifth therefore survives at finite concentration under these assumptions. For Y > 1 the fraction increases with S, so the surface still has the highest value.

The interior does change. At x = R, where S = ½, the fraction is 0.5/4.5 = 0.111, whereas the dilute profile gives 0.5/5 = 0.100. The dilute value is 10 percent too low relative to the finite-concentration one.

An atom-by-atom simulation inserted one dopant per ion and then removed the five topmost atoms. In a run of 200 000 ions, averages over samples taken after an initial settling period gave a surface fraction of 0.2000 ± 0.0013 and a fraction at x = R of 0.1118 ± 0.0010, where the uncertainties are standard errors. The second value agrees with 0.111 and excludes the dilute 0.100.

The fluences in part (b) are also dilute estimates. The added atoms slow the approach of material to the surface: its speed lies between (Y − 1)J/N and YJ/N. The expression for u(x) rests only on the fixed number of atoms in a layer, so it also holds before the steady state. A slice that starts at depth z therefore reaches the surface after the fluence

Φ = N ∫₀ᶻ dx/[Y − 1 + S(x)].

On the way, its dopant fraction q grows as dq/dt = (Jf/N)(1 − q), where the factor 1 − q appears because each added atom also dilutes the dopant already there. Integrating along the path gives q = [1 − S(z)]/Y at the surface. The 50 and 99 percent levels thus still belong to slices that start at 40 nm and 58.6 nm, but the fluences become about 407 nm⁻² and 630 nm⁻². These are 1.7 and 7.5 percent above the dilute estimates. The saturated retained dose also rises, from 400 nm⁻² to N ∫₀^∞ S/(Y − 1 + S) dx ≈ 410 nm⁻².

**Conditions on the answer**

The meaning of Y matters at this concentration. If five host atoms were removed per ion, with dopant atoms leaving in addition, the steady outgoing fluxes would be 5J of host and J of dopant. Without preferential sputtering the surface would have the same ratio. The dopant would then be one fifth of the host density but one sixth of all atoms.

Preferential sputtering changes the surface layer directly. Suppose dopant leaves at r times the rate given by its share, with the total yield still Y. The steady balance is then rYJ c(0)/N = J, so c(0) = N/(rY). This requires rY > 1, since c(0) cannot exceed N. Dopant that is harder to remove, with r < 1, can exceed one fifth in that layer. The factor r defined here is not the ratio of removal probabilities per atom. If a dopant atom is removed ρ times as readily as a host atom, the steady losses of J dopant and (Y − 1)J host give ρq/(1 − q) = 1/(Y − 1) for the surface fraction q, so q = 1/[1 + ρ(Y − 1)], which stays below one for every ρ > 0.

Beams that sputter this strongly also mix a real target at fluences of several 10¹⁶ cm⁻². Mixing leaves the steady balance v c(0) = J, and with it N/Y, unchanged, but it delays the final approach. With a uniform mixing coefficient of 0.02 nm² s⁻¹ the 50 percent fluence stays near 400 nm⁻² while the 99 percent fluence rises to roughly 860 nm⁻². The 99 percent value in part (b) therefore holds only without mixing.

Finally, the yield must be larger than one. For Y < 1 the dilute formula would give a dopant density above N, which is impossible when all atoms have equal volume. More atoms then arrive than leave, the target grows, and the receding-surface picture no longer applies.

Values computed for the example and the checks

```
Target density N: 50.0 nm^-3
Sputter yield Y: 5 atoms per ion
Range R: 40.0 nm
Straggle s: 8.0 nm
Range over straggle: 5.0
Ion flux J: 0.10 nm^-2 s^-1
Recession speed v: 0.0100 nm/s
t = 1000 s: recession 10 nm, surface density 0.00088 nm^-3
t = 2000 s: recession 20 nm, surface density 0.06209 nm^-3
t = 3000 s: recession 30 nm, surface density 1.05649 nm^-3
t = 4000 s: recession 40 nm, surface density 5.00000 nm^-3
t = 5000 s: recession 50 nm, surface density 8.94350 nm^-3
t = 6000 s: recession 60 nm, surface density 9.93790 nm^-3
t = 8000 s: recession 80 nm, surface density 9.99999 nm^-3
t = 12000 s: recession 120 nm, surface density 10.00000 nm^-3
Gaussian fraction inside target eta: 0.99999971
Ceiling N/Y: 10.000 nm^-3
Ceiling N/Y converted: 1.000e+22 cm^-3
Late surface density over N: 0.1999999
Late surface density, doubled flux: 10.00000 nm^-3
Late surface density, doubled yield: 5.00000 nm^-3
Late surface density, skewed profile: 10.00000 nm^-3
Limit over N/Y when R = s: 0.84134
50 percent level: time 4000.0 s, recession 40.00 nm
50 percent level: fluence 400.00 nm^-2 = 4.000e+16 cm^-2
99 percent level: time 5861.1 s, recession 58.61 nm
99 percent level: fluence 586.11 nm^-2 = 5.861e+16 cm^-2
Balance at 6000 s: entered 600.000 nm^-2
Balance: retained 399.840 nm^-2, lost 200.160 nm^-2
Saturated retained dose: 400.000 nm^-2
Saturated retained dose converted: 4.000e+16 cm^-2
Simulated ions: 200000
Simulated surface dopant fraction: 0.2000 +/- 0.0013
Simulated dopant fraction at x = R: 0.1118 +/- 0.0010
Finite-concentration formula at x = R: 0.1111
Dilute formula at x = R: 0.1000
```
